# Summing jj exchange coefficients over spin-orbit partners: a program that tests the result

```python
"""
Result under test: for an electron in subshell a = (la, ja) and closed subshells
b = (lb, jb), the jj exchange coefficients
    (2 jb + 1) * (ja k jb; 1/2 0 -1/2)^2      (la + k + lb even, else zero)
summed over jb = lb - 1/2 and lb + 1/2 equal the nonrelativistic coefficient
    (2 lb + 1) * (la k lb; 0 0 0)^2           for either value of ja.
Symbols: k multipole rank; C^k_q = sqrt(4 pi/(2k+1)) Y_kq; G^k Slater exchange
integral of the density Pa Pb + Qa Qb; P, Q large and small radial functions;
Z nuclear charge; c speed of light. Hartree atomic units.
Names ending in 2 (ja2, jb2, m2) hold twice the angular momentum.
"""
from fractions import Fraction
from functools import lru_cache
from math import factorial, pi, sqrt

import numpy as np
from pyscf import gto
from scipy import constants
from scipy.special import lpmv
from sympy import Rational, expand
from sympy.physics.wigner import wigner_3j

LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


# ---------- coefficients from the derived formulas ----------
@lru_cache(maxsize=None)
def squared_3j(a2, k, b2, m2):
    value = wigner_3j(Rational(a2, 2), k, Rational(b2, 2),
                      Rational(m2, 2), 0, -Rational(m2, 2))
    return expand(value**2)


def jj_coefficient(la, ja2, lb, jb2, k):
    if (la + lb + k) % 2:
        return Rational(0)
    return (jb2 + 1) * squared_3j(ja2, k, jb2, 1)


def ls_coefficient(la, lb, k):
    return (2 * lb + 1) * squared_3j(2 * la, k, 2 * lb, 0)


def partners(l):
    return [j2 for j2 in (2 * l - 1, 2 * l + 1) if j2 > 0]


# ---------- angular integrals from explicit functions ----------
COS, COS_W = np.polynomial.legendre.leggauss(24)


def polar_function(l, m, x):
    """Y_lm without the factor exp(i m phi)."""
    if abs(m) > l:
        return np.zeros_like(x)
    n = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - n) / factorial(l + n))
    sign = (-1) ** n if m < 0 else 1
    return sign * norm * lpmv(n, l, x)


@lru_cache(maxsize=None)
def polar_on_grid(l, m):
    return polar_function(l, m, COS)


def spin_weights(l, j2, m2):
    plus = sqrt((2 * l + 1 + m2) / (4 * l + 2))
    minus = sqrt((2 * l + 1 - m2) / (4 * l + 2))
    return (plus, minus) if j2 == 2 * l + 1 else (-minus, plus)


@lru_cache(maxsize=None)
def spinor_on_grid(l, j2, m2):
    up, down = spin_weights(l, j2, m2)
    return (up * polar_on_grid(l, (m2 - 1) // 2),
            down * polar_on_grid(l, (m2 + 1) // 2))


def tensor_on_grid(k, q):
    return sqrt(4 * pi / (2 * k + 1)) * polar_on_grid(k, q)


def spinor_element(la, ja2, ma2, lb, jb2, mb2, k):
    a = spinor_on_grid(la, ja2, ma2)
    b = spinor_on_grid(lb, jb2, mb2)
    tensor = tensor_on_grid(k, (ma2 - mb2) // 2)
    return 2 * pi * np.dot(COS_W, (a[0] * b[0] + a[1] * b[1]) * tensor)


subshells = [(l, j2) for l in range(4) for j2 in partners(l)]
angular_error = 0.0
for la, ja2 in subshells:
    for lb, jb2 in subshells:
        for k in range(la + lb + 2):
            expected = float(jj_coefficient(la, ja2, lb, jb2, k))
            for ma2 in range(-ja2, ja2 + 1, 2):
                total = 0.0
                for mb2 in range(-jb2, jb2 + 1, 2):
                    large = spinor_element(la, ja2, ma2, lb, jb2, mb2, k)
                    small = spinor_element(ja2 - la, ja2, ma2,
                                           jb2 - lb, jb2, mb2, k)
                    assert abs(large - small) < 1e-11
                    total += large**2
                angular_error = max(angular_error, abs(total - expected))
assert angular_error < 1e-11

# Orbital functions without spin
for la in range(4):
    for lb in range(4):
        for k in range(la + lb + 2):
            for ma in range(-la, la + 1):
                total = 0.0
                for mb in range(-lb, lb + 1):
                    f = polar_on_grid(la, ma) * polar_on_grid(lb, mb)
                    f = f * tensor_on_grid(k, ma - mb)
                    total += (2 * pi * np.dot(COS_W, f)) ** 2
                assert abs(total - float(ls_coefficient(la, lb, k))) < 1e-11

# Values at the north pole, and the direct term of a closed subshell
pole = np.array([1.0])
for l, j2 in subshells:
    for m2 in range(-j2, j2 + 1, 2):
        up, down = spin_weights(l, j2, m2)
        density = ((up * polar_function(l, (m2 - 1) // 2, pole)[0]) ** 2
                   + (down * polar_function(l, (m2 + 1) // 2, pole)[0]) ** 2)
        wanted = (j2 + 1) / (8 * pi) if abs(m2) == 1 else 0.0
        assert abs(density - wanted) < 1e-12
    for k in range(2 * l + 2):
        trace = sum(spinor_element(l, j2, m2, l, j2, m2, k)
                    for m2 in range(-j2, j2 + 1, 2))
        assert abs(trace - (j2 + 1 if k == 0 else 0)) < 1e-11

# The sum rule in exact arithmetic
exact_cases = 0
for la in range(6):
    for lb in range(6):
        for k in range((la + lb) % 2, la + lb + 3, 2):
            target = ls_coefficient(la, lb, k)
            both = 0
            for ja2 in partners(la):
                summed = sum(jj_coefficient(la, ja2, lb, jb2, k)
                             for jb2 in partners(lb))
                assert summed == target
                both += (ja2 + 1) * summed
                exact_cases += 1
            assert both == (4 * la + 2) * target


# ---------- radial functions and Slater integrals ----------
U, U_W = np.polynomial.legendre.leggauss(80)
U, U_W = 0.5 * (U + 1), 0.5 * U_W


def radial_grid(Z):
    t = np.linspace(-14.0, 5.0, 600)
    r = np.exp(t) / Z
    return r, r * (t[1] - t[0])


def normalized(raw, Z):
    r, w = radial_grid(Z)
    norm = sqrt(np.sum(w * (raw(r) ** 2).sum(axis=0)))
    return lambda s: raw(s) / norm


def slater_exchange(a, b, k, Z):
    r, w = radial_grid(Z)

    def density(s):
        return (a(s) * b(s)).sum(axis=0)

    inner = (density(r[:, None] * U) * U**k) @ U_W
    return 2 * np.sum(w * density(r) * inner)


def nodeless_orbital(l, Z):
    def raw(s):
        p = s ** (l + 1) * np.exp(-Z * s / (l + 1))
        return np.array([p, 0 * p])
    return normalized(raw, Z)


def dirac_orbital(n, l, j2, Z, c):
    """Power series for the radial Dirac equation of a point charge Z."""
    kappa = -(l + 1) if j2 == 2 * l + 1 else l
    gamma = sqrt(kappa**2 - (Z / c) ** 2)
    nodes = n - abs(kappa)
    big_n = sqrt(nodes**2 + 2 * nodes * gamma + kappa**2)
    energy = c**2 * (gamma + nodes) / big_n
    decay = Z / big_n
    series = [np.array([Z, c * (gamma + kappa)])]
    for i in range(1, nodes + 2):
        p, q = series[-1]
        matrix = np.array([[c * (gamma + i + kappa), -Z],
                           [Z, c * (gamma + i - kappa)]])
        rhs = np.array([c * decay * p + (energy + c**2) * q,
                        c * decay * q - (energy - c**2) * p])
        series.append(np.linalg.solve(matrix, rhs))
    # A bound state needs a series that ends
    surplus = series.pop()
    assert np.abs(surplus).max() / Z < 1e-8 * np.abs(series[-1]).max()

    def raw(s):
        front = s**gamma * np.exp(-decay * s)
        return np.array([front * sum(x[i] * s**m for m, x in enumerate(series))
                         for i in (0, 1)])
    return normalized(raw, Z)


def mean_radius(orbital, Z):
    r, w = radial_grid(Z)
    return np.sum(w * r * (orbital(r) ** 2).sum(axis=0))


def exact_slater_2p3d(k):
    """Nonrelativistic G^k(2p,3d) for Z = 1 as a fraction."""
    a = Fraction(5, 6)
    norm = 24 * 720 * Fraction(3, 2) ** 7
    n = 4 - k
    total = sum(Fraction(factorial(n), factorial(j)) / a ** (n + 1 - j)
                * factorial(5 + k + j) / (2 * a) ** (6 + k + j)
                for j in range(n + 1))
    return 2 * total / norm


exact_g = {k: exact_slater_2p3d(k) for k in (1, 3)}
for k in (1, 3):
    numeric = slater_exchange(nodeless_orbital(1, 1), nodeless_orbital(2, 1), k, 1)
    assert abs(numeric / float(exact_g[k]) - 1) < 1e-9

# ---------- complete exchange integrals over jj-coupled spinors ----------
EXP_P, EXP_D = 0.8, 0.5
mol = gto.M(atom="Ne 0 0 0", verbose=0,
            basis={"Ne": [[1, [EXP_P, 1.0]], [2, [EXP_D, 1.0]]]})
overlap = mol.intor("int1e_ovlp_spinor").diagonal().real
repulsion = mol.intor("int2e_spinor")
exchange = np.einsum("abba->ab", repulsion).real / np.outer(overlap, overlap)
slots = {(1, 1): range(0, 2), (1, 3): range(2, 6),
         (2, 3): range(6, 10), (2, 5): range(10, 16)}


def gaussian(l, exponent):
    def raw(s):
        p = s ** (l + 1) * np.exp(-exponent * s**2)
        return np.array([p, 0 * p])
    return normalized(raw, 1)


gauss_g = {k: slater_exchange(gaussian(1, EXP_P), gaussian(2, EXP_D), k, 1)
           for k in (1, 3)}
gauss_ls = sum(float(ls_coefficient(1, 2, k)) * gauss_g[k] for k in (1, 3))
gauss_sums = {}
for ja2 in (1, 3):
    for a in slots[(1, ja2)]:
        complete = 0.0
        for jb2 in (3, 5):
            part = sum(exchange[a, b] for b in slots[(2, jb2)])
            formula = sum(float(jj_coefficient(1, ja2, 2, jb2, k)) * gauss_g[k]
                          for k in (1, 3))
            assert abs(part - formula) < 1e-8
            complete += part
        assert abs(complete - gauss_ls) < 1e-8
        gauss_sums[ja2] = complete


# ---------- hydrogenic Dirac orbitals: 2p electron with full 3d shell ----------
def dirac_exchange(ja2, Z, c):
    a = dirac_orbital(2, 1, ja2, Z, c)
    total = 0.0
    for jb2 in (3, 5):
        b = dirac_orbital(3, 2, jb2, Z, c)
        for k in (1, 3):
            weight = float(jj_coefficient(1, ja2, 2, jb2, k))
            if weight:
                total += weight * slater_exchange(a, b, k, Z)
    return total


ls_exchange = float(sum(Fraction(int(ls_coefficient(1, 2, k).p),
                                 int(ls_coefficient(1, 2, k).q)) * exact_g[k]
                        for k in (1, 3)))

# The deviation must vanish as (Z/c)^2; the tolerance covers the next order
leading = {}
for ja2 in (1, 3):
    scaled = []
    for factor in (4, 8):
        c = factor * LIGHT
        deviation = dirac_exchange(ja2, 20, c) / (20 * ls_exchange) - 1
        scaled.append(deviation / (20 / c) ** 2)
    assert abs(scaled[0] - scaled[1]) < 5e-3
    leading[ja2] = scaled[1]

# ---------- printed results ----------
print("speed of light c =", f"{LIGHT:.6f} a.u.")
print("largest error of angular sums by quadrature =", f"{angular_error:.1e}")
print("exact sum-rule cases (la, lb up to 5) =", exact_cases)
print("Coefficients for a p electron and closed d subshells:")
for ja2 in (1, 3):
    for k in (1, 3):
        c3, c5 = (jj_coefficient(1, ja2, 2, jb2, k) for jb2 in (3, 5))
        print(f"  ja={ja2}/2 k={k}: d3/2 {c3}, d5/2 {c5}, sum {c3 + c5},"
              f" nonrel. {ls_coefficient(1, 2, k)}")
print("parity-forbidden p1/2-d3/2, k=2: 4*(3j)^2 without parity rule =",
      4 * squared_3j(1, 2, 3, 1))
print(f"Gaussian test, exponents p {EXP_P}, d {EXP_D} bohr^-2:")
for k in (1, 3):
    print(f"  G^{k} = {gauss_g[k]:.8f} hartree")
for ja2 in (1, 3):
    print(f"  spinor exchange sum, p{ja2}/2 = {gauss_sums[ja2]:.8f} hartree")
print(f"  nonrelativistic formula = {gauss_ls:.8f} hartree")
print("Hydrogenic 2p electron with full 3d shell:")
for k in (1, 3):
    print(f"  nonrel. G^{k}/Z = {exact_g[k]} = {float(exact_g[k]):.8f} hartree")
print(f"  nonrel. exchange magnitude/Z = {ls_exchange:.8f} hartree")
for ja2 in (1, 3):
    print(f"  deviation/(Z alpha)^2 for small Z alpha, 2p{ja2}/2 ="
          f" {leading[ja2]:.4f}")
for Z in (20, 40, 80):
    reference = Z * ls_exchange
    print(f"  Z={Z}: nonrel. exchange magnitude = {reference:.6f} hartree")
    for ja2 in (1, 3):
        value = dirac_exchange(ja2, Z, LIGHT)
        print(f"    2p{ja2}/2: {value:.6f} hartree, deviation"
              f" {100 * (value / reference - 1):.3f} %")
Z = 80
print("Z=80 mean radii in bohr:")
for n, l, name in ((2, 1, "2p"), (3, 2, "3d")):
    radii = [mean_radius(dirac_orbital(n, l, j2, Z, LIGHT), Z)
             for j2 in partners(l)]
    plain = mean_radius(nodeless_orbital(l, Z), Z)
    print(f"  {name}: j=l-1/2 {radii[0]:.6f}, j=l+1/2 {radii[1]:.6f},"
          f" nonrel. {plain:.6f}")
print("Z=80 Slater integrals with nonzero weight, hartree:")
for ja2 in (1, 3):
    for jb2 in (3, 5):
        a = dirac_orbital(2, 1, ja2, Z, LIGHT)
        b = dirac_orbital(3, 2, jb2, Z, LIGHT)
        for k in (1, 3):
            if jj_coefficient(1, ja2, 2, jb2, k) != 0:
                print(f"  G^{k}(2p{ja2}/2,3d{jb2}/2) ="
                      f" {slater_exchange(a, b, k, Z):.6f}")
for k in (1, 3):
    print(f"  nonrel. G^{k}(2p,3d) = {Z * float(exact_g[k]):.6f}")
shell_dirac = -sum((ja2 + 1) * dirac_exchange(ja2, Z, LIGHT) for ja2 in (1, 3))
shell_plain = -6 * Z * ls_exchange
print("Z=80 exchange energy between full 2p and full 3d shells:")
for name, value in (("Dirac", shell_dirac), ("nonrel.", shell_plain)):
    print(f"  {name}: {value:.5f} hartree = {value * HARTREE_EV:.3f} eV")
print("every check passed")
```

Printed output:

```
speed of light c = 137.035999 a.u.
largest error of angular sums by quadrature = 5.8e-15
exact sum-rule cases (la, lb up to 5) = 288
Coefficients for a p electron and closed d subshells:
  ja=1/2 k=1: d3/2 2/3, d5/2 0, sum 2/3, nonrel. 2/3
  ja=1/2 k=3: d3/2 0, d5/2 3/7, sum 3/7, nonrel. 3/7
  ja=3/2 k=1: d3/2 1/15, d5/2 3/5, sum 2/3, nonrel. 2/3
  ja=3/2 k=3: d3/2 9/35, d5/2 6/35, sum 3/7, nonrel. 3/7
parity-forbidden p1/2-d3/2, k=2: 4*(3j)^2 without parity rule = 2/5
Gaussian test, exponents p 0.8, d 0.5 bohr^-2:
  G^1 = 0.27972612 hartree
  G^3 = 0.17800753 hartree
  spinor exchange sum, p1/2 = 0.26277302 hartree
  spinor exchange sum, p3/2 = 0.26277302 hartree
  nonrelativistic formula = 0.26277302 hartree
Hydrogenic 2p electron with full 3d shell:
  nonrel. G^1/Z = 1824768/48828125 = 0.03737125 hartree
  nonrel. G^3/Z = 1064448/48828125 = 0.02179990 hartree
  nonrel. exchange magnitude/Z = 0.03425698 hartree
  deviation/(Z alpha)^2 for small Z alpha, 2p1/2 = -0.3652
  deviation/(Z alpha)^2 for small Z alpha, 2p3/2 = -0.0099
  Z=20: nonrel. exchange magnitude = 0.685140 hartree
    2p1/2: 0.679751 hartree, deviation -0.787 %
    2p3/2: 0.684992 hartree, deviation -0.022 %
  Z=40: nonrel. exchange magnitude = 1.370279 hartree
    2p1/2: 1.325681 hartree, deviation -3.255 %
    2p3/2: 1.369027 hartree, deviation -0.091 %
  Z=80: nonrel. exchange magnitude = 2.740558 hartree
    2p1/2: 2.327125 hartree, deviation -15.086 %
    2p3/2: 2.728140 hartree, deviation -0.453 %
Z=80 mean radii in bohr:
  2p: j=l-1/2 0.052474, j=l+1/2 0.060323, nonrel. 0.062500
  3d: j=l-1/2 0.125245, j=l+1/2 0.129099, nonrel. 0.131250
Z=80 Slater integrals with nonzero weight, hartree:
  G^1(2p1/2,3d3/2) = 2.617314
  G^3(2p1/2,3d5/2) = 1.358582
  G^1(2p3/2,3d3/2) = 2.987876
  G^3(2p3/2,3d3/2) = 1.735228
  G^1(2p3/2,3d5/2) = 2.976907
  G^3(2p3/2,3d5/2) = 1.730182
  nonrel. G^1(2p,3d) = 2.989700
  nonrel. G^3(2p,3d) = 1.743992
Z=80 exchange energy between full 2p and full 3d shells:
  Dirac: -15.56681 hartree = -423.595 eV
  nonrel.: -16.44335 hartree = -447.446 eV
every check passed
```
